# Reverse yielding of an elastic-perfectly-plastic film during thermal cycling: test program

```python
"""
Result under test: an elastic-perfectly-plastic film on a thick substrate that
is yielding when the temperature change is reversed yields in the opposite
sense after
    DeltaT_rev = 2*sigma_y / (M*|D|),   M = E/(1-nu).
E, nu: Young modulus and Poisson ratio of the film; sigma_y: uniaxial yield
stress; D: thermal expansion of film minus that of substrate; tension positive.
The independent road is incremental 3D von Mises plasticity with zero normal
stress, which uses neither M nor the formula. Material inputs are rough typical
values for an aluminium film on silicon. Internal units are SI.
"""
import numpy as np
from scipy.constants import k as k_B, e as q_e
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

E, nu, sigma_y, D = 70e9, 0.35, 100e6, 20e-6
T_free, T_low, T_high = 300.0, 220.0, 350.0
STEP = 0.2  # temperature increment of the 3D calculation, K

M = E / (1 - nu)
dT_rev = 2 * sigma_y / (M * abs(D))
dT_first = dT_rev / 2

# Relative slopes of yield stress and modulus (1/K), slope of mismatch (1/K^2)
CONSTANT = (0.0, 0.0, 0.0)
VARIABLE = (-1.0e-3, -5.0e-4, 1.5e-8)


def simulate(path, mismatch=D, slopes=CONSTANT):
    """Follow the film through the turning temperatures in path."""
    b_yield, b_mod, b_mis = slopes
    plastic = np.zeros(3)
    stress_now = 0.0
    legs = []

    def respond(eps_z, eps_plane, young, limit):
        lam = young * nu / ((1 + nu) * (1 - 2 * nu))
        mu = young / (2 * (1 + nu))
        el = np.array([eps_plane, eps_plane, eps_z]) - plastic
        sig = lam * el.sum() + 2 * mu * el
        mean = sig.sum() / 3
        dev = sig - mean
        mises = np.sqrt(1.5 * dev.dot(dev))
        if mises <= limit * (1 + 1e-7):
            return sig, np.zeros(3), False
        scale = limit / mises
        return mean + scale * dev, (1 - scale) * dev / (2 * mu), True

    for start, end in zip(path[:-1], path[1:]):
        n = int(np.ceil(abs(end - start) / STEP - 1e-9))
        onset, slope, equivalent = None, None, 0.0
        plastic_start = plastic.copy()
        for T in np.linspace(start, end, n + 1)[1:]:
            t = T - T_free
            args = (-(mismatch * t + 0.5 * b_mis * t * t),
                    E * (1 + b_mod * t), sigma_y * (1 + b_yield * t))
            eps_z = brentq(lambda z: respond(z, *args)[0][2],
                           -0.05, 0.05, xtol=1e-15)
            sig, increment, yields = respond(eps_z, *args)
            if slope is None:
                slope = (sig[0] - stress_now) / (T - start)
            if yields and onset is None:
                onset = abs(T - start)
            plastic = plastic + increment
            equivalent += np.sqrt(2 / 3 * increment.dot(increment))
            stress_now = sig[0]
        legs.append(dict(onset=onset, slope=slope, stress=stress_now,
                         plastic=(plastic - plastic_start)[0],
                         equivalent=equivalent))
    return legs


def check_onset(found, predicted):
    """The first yielding increment must contain the predicted onset."""
    assert found is not None
    assert -0.01 <= found - predicted <= STEP + 0.01, (found, predicted)


# Full loop with constant properties
loop = simulate([T_free, T_low, T_high, T_low])
check_onset(loop[0]["onset"], dT_first)
check_onset(loop[1]["onset"], dT_rev)
check_onset(loop[2]["onset"], dT_rev)
for leg in loop:
    assert abs(leg["slope"] / (-M * D) - 1) < 1e-5
for leg, sign in zip(loop, (1, -1, 1)):
    assert abs(leg["stress"] / (sign * sigma_y) - 1) < 1e-5
plastic_half = D * (T_high - T_low - dT_rev)
assert abs(loop[1]["plastic"] / -plastic_half - 1) < 1e-3
assert abs(loop[2]["plastic"] / plastic_half - 1) < 1e-3
assert abs(loop[2]["equivalent"] / (2 * plastic_half) - 1) < 1e-3

# Turning before yield, short cycles, and opposite sign of the mismatch
T_early = 270.0
stress_early = M * D * (T_free - T_early)
dT_early = (sigma_y + stress_early) / (M * D)
early = simulate([T_free, T_early, T_high])
assert early[0]["onset"] is None
assert abs(early[0]["stress"] / stress_early - 1) < 1e-5
check_onset(early[1]["onset"], dT_early)
short = simulate([T_free, T_low, T_free, T_low])
assert T_free - T_low < dT_rev
assert short[0]["onset"] is not None
assert short[1]["onset"] is None and short[2]["onset"] is None
opposite = simulate([T_free, T_low, T_high], mismatch=-D)
assert opposite[0]["stress"] < 0 < opposite[1]["stress"]
check_onset(opposite[1]["onset"], dT_rev)


# Properties that vary with temperature
def onset_variable(T_turn, direction):
    b_yield, b_mod, b_mis = VARIABLE

    def yield_strain(T):
        t = T - T_free
        return sigma_y * (1 + b_yield * t) / (M * (1 + b_mod * t))

    def balance(d):
        T = T_turn + direction * d
        mean_mismatch = D + b_mis * ((T + T_turn) / 2 - T_free)
        return yield_strain(T_turn) + yield_strain(T) - mean_mismatch * d

    return brentq(balance, 1.0, 200.0)


var_heat = onset_variable(T_low, +1)
var_cool = onset_variable(T_high, -1)
varied = simulate([T_free, T_low, T_high, T_low], slopes=VARIABLE)
check_onset(varied[1]["onset"], var_heat)
check_onset(varied[2]["onset"], var_cool)

# Finite substrate: force and moment balance of a freely bending bilayer
h_f, h_s, M_s = 1e-6, 500e-6, 180e9
z_f = (h_s + h_f) / 2
a0 = M_s * h_s + M * h_f
a1 = M * h_f * z_f
a2 = M_s * h_s**3 / 12 + M * (h_f * z_f**2 + h_f**3 / 12)
strain_mid, curvature = np.linalg.solve(
    [[a0, a1], [a1, a2]], [M * h_f, M * h_f * z_f])
substrate_change = 1 / (1 - strain_mid - curvature * z_f) - 1
assert abs(substrate_change / (4 * M * h_f / (M_s * h_s)) - 1) < 0.02


# Biaxial modulus from the full elastic tensor, for any film normal
def biaxial_modulus(c11, c12, c44, normal):
    n = np.array(normal, float) / np.linalg.norm(normal)
    I = np.eye(3)
    C = (c12 * np.einsum("ij,kl->ijkl", I, I)
         + c44 * (np.einsum("ik,jl->ijkl", I, I)
                  + np.einsum("il,jk->ijkl", I, I)))
    for i in range(3):
        C[i, i, i, i] += c11 - c12 - 2 * c44
    plane = I - np.outer(n, n)
    acoustic = np.einsum("ijkl,i,k->jl", C, n, n)
    a = -np.linalg.solve(acoustic, np.einsum("ijkl,i,kl->j", C, n, plane))
    strain = plane + (np.outer(n, a) + np.outer(a, n)) / 2
    stress = np.einsum("ijkl,kl->ij", C, strain)
    assert np.max(np.abs(stress @ n)) < 1e-8 * c11
    return np.sum(stress * plane) / 2


lame = E * nu / ((1 + nu) * (1 - 2 * nu))
shear = E / (2 * (1 + nu))
assert abs(biaxial_modulus(lame + 2 * shear, lame, shear, [1, 2, 3]) / M - 1) < 1e-10
cubic = (107e9, 61e9, 28e9)  # rough elastic constants of aluminium
M_100 = biaxial_modulus(*cubic, [1, 0, 0])
M_111 = biaxial_modulus(*cubic, [1, 1, 1])

# Isotropic hardening during one half cycle
H = 2e9
hardening = H * loop[2]["equivalent"]

# Coble creep, order of magnitude; equibiaxial in-plane rate is half uniaxial
grain, atom_volume = 1e-6, 1.66e-29
gb_prefactor, gb_energy = 5e-14, 0.87 * q_e
ramp = 10 / 60  # K/s


def creep_fluidity(T):
    gb = gb_prefactor * np.exp(-gb_energy / (k_B * T))
    return 0.5 * 47 * atom_volume * gb / (k_B * T * grain**3)


def onset_with_creep(T_turn, direction):
    def rate(d, x):
        return M * D - M * creep_fluidity(T_turn + direction * d) * sigma_y * x / ramp / sigma_y

    def reached(d, x):
        return x[0] - sigma_y
    reached.terminal = True
    reached.direction = 1
    sol = solve_ivp(rate, (0, 130), [-sigma_y], events=reached,
                    rtol=1e-9, atol=1.0, max_step=1.0)
    assert len(sol.t_events[0]) == 1
    return sol.t_events[0][0]


creep_heat = onset_with_creep(T_low, +1)
creep_cool = onset_with_creep(T_high, -1)
creep_ratio = creep_fluidity(T_high) * sigma_y / (D * ramp)
relax_time = 1 / (M * creep_fluidity(T_high))
hold = 3600.0
held = solve_ivp(lambda t, s: -M * creep_fluidity(T_high) * s, (0, hold),
                 [sigma_y], rtol=1e-9, atol=1.0).y[0, -1]
assert abs(held / (sigma_y * np.exp(-hold / relax_time)) - 1) < 1e-6
dT_held = (sigma_y + held) / (M * D)


def show(label, value, unit, digits=1):
    print(f"{label}: {value:.{digits}f} {unit}")


def percent(x):
    return 100 * (x / dT_rev - 1)


print("INPUTS (rough typical values)")
show("Young modulus E", E / 1e9, "GPa", 0)
show("Poisson ratio", nu, "(no unit)", 2)
show("yield stress", sigma_y / 1e6, "MPa", 0)
show("expansion mismatch D", D * 1e6, "ppm/K", 0)
print(f"stress-free, lowest, highest T: {T_free:.0f}, {T_low:.0f}, {T_high:.0f} K")
print("MAIN RESULTS")
show("biaxial modulus M", M / 1e9, "GPa")
show("elastic stress change per kelvin M*D", M * D / 1e6, "MPa/K", 3)
show("first-yield interval", dT_first, "K")
show("first yield on cooling at", T_free - dT_first, "K")
show("reverse-yield interval", dT_rev, "K")
show("reverse yield on heating at", T_low + dT_rev, "K")
show("reverse yield on cooling at", T_high - dT_rev, "K")
show("3D calculation, first yielding step, heating", loop[1]["onset"], "K")
show("3D calculation, first yielding step, cooling", loop[2]["onset"], "K")
show("3D temperature step", STEP, "K")
show("in-plane plastic strain per half cycle", plastic_half * 1e6, "ppm", 0)
show("interval if E wrongly replaces M", 2 * sigma_y / (E * D), "K")
show("early turn at", T_early, "K", 0)
show("stress at early turn", stress_early / 1e6, "MPa")
show("interval after early turn", dT_early, "K")
print("NEGLECTED EFFECTS")
print("slopes: yield %.2f %%/K, modulus %.2f %%/K, mismatch %.3f ppm/K^2"
      % (100 * VARIABLE[0], 100 * VARIABLE[1], 1e6 * VARIABLE[2]))
show("variable properties, heating interval", var_heat, "K")
show("variable properties, cooling interval", var_cool, "K")
print(f"film, substrate thickness: {h_f*1e6:.0f}, {h_s*1e6:.0f} micrometre")
show("substrate biaxial modulus", M_s / 1e9, "GPa", 0)
show("finite substrate, change of interval", 100 * substrate_change, "%", 2)
print("cubic constants C11, C12, C44: %.0f, %.0f, %.0f GPa"
      % tuple(c / 1e9 for c in cubic))
print(f"M for (100), (111) normal: {M_100/1e9:.1f}, {M_111/1e9:.1f} GPa")
print("interval for (100), (111) normal: %.1f, %.1f K"
      % (2 * sigma_y / (M_100 * D), 2 * sigma_y / (M_111 * D)))
show("hardening modulus", H / 1e9, "GPa", 0)
show("yield stress rise per half cycle", hardening / 1e6, "MPa")
show("interval change from that rise", 100 * hardening / sigma_y, "%")
print(f"grain size: {grain*1e6:.0f} micrometre; ramp: {ramp*60:.0f} K/min")
print(f"boundary diffusion: prefactor {gb_prefactor:.0e} m^3/s, energy {gb_energy/q_e:.2f} eV")
print(f"atomic volume: {atom_volume:.2e} m^3")
show("creep rate / mismatch strain rate at highest T", 100 * creep_ratio, "%")
show("creep during ramp, change of heating interval", percent(creep_heat), "%", 3)
show("creep during ramp, change of cooling interval", percent(creep_cool), "%", 3)
show("stress relaxation time at highest T", relax_time / 60, "min", 0)
show("stress magnitude after 60 min hold at highest T", held / 1e6, "MPa", 0)
show("cooling interval after that hold", dT_held, "K", 0)
print("OK")
```

Output:

```
INPUTS (rough typical values)
Young modulus E: 70 GPa
Poisson ratio: 0.35 (no unit)
yield stress: 100 MPa
expansion mismatch D: 20 ppm/K
stress-free, lowest, highest T: 300, 220, 350 K
MAIN RESULTS
biaxial modulus M: 107.7 GPa
elastic stress change per kelvin M*D: 2.154 MPa/K
first-yield interval: 46.4 K
first yield on cooling at: 253.6 K
reverse-yield interval: 92.9 K
reverse yield on heating at: 312.9 K
reverse yield on cooling at: 257.1 K
3D calculation, first yielding step, heating: 93.0 K
3D calculation, first yielding step, cooling: 93.0 K
3D temperature step: 0.2 K
in-plane plastic strain per half cycle: 743 ppm
interval if E wrongly replaces M: 142.9 K
early turn at: 270 K
stress at early turn: 64.6 MPa
interval after early turn: 76.4 K
NEGLECTED EFFECTS
slopes: yield -0.10 %/K, modulus -0.05 %/K, mismatch 0.015 ppm/K^2
variable properties, heating interval: 96.6 K
variable properties, cooling interval: 92.4 K
film, substrate thickness: 1, 500 micrometre
substrate biaxial modulus: 180 GPa
finite substrate, change of interval: 0.48 %
cubic constants C11, C12, C44: 107, 61, 28 GPa
M for (100), (111) normal: 98.4, 112.8 GPa
interval for (100), (111) normal: 101.6, 88.6 K
hardening modulus: 2 GPa
yield stress rise per half cycle: 3.0 MPa
interval change from that rise: 3.0 %
grain size: 1 micrometre; ramp: 10 K/min
boundary diffusion: prefactor 5e-14 m^3/s, energy 0.87 eV
atomic volume: 1.66e-29 m^3
creep rate / mismatch strain rate at highest T: 3.6 %
creep during ramp, change of heating interval: 0.011 %
creep during ramp, change of cooling interval: -0.345 %
stress relaxation time at highest T: 129 min
stress magnitude after 60 min hold at highest T: 63 MPa
cooling interval after that hold: 76 K
OK
```
